# How Initial Coverage Shifts the Second-Order Thermal Desorption Peak: test program

```python
"""Peak of second-order thermal desorption under linear heating.

Result under test: for -dn/dt = A n^2 exp(-E/tau), tau = tau0 + b t,
the rate maximum tau_p satisfies
    b/(A n0) = (2 tau_p^2/E) exp(-E/tau_p) - I(tau0, tau_p),
    I(lo, hi) = integral of exp(-E/u) du from lo to hi,
and tau_p falls when the initial density n0 rises.
Symbols: n = atoms per area (1/angstrom^2), tau = k_B T (eV),
E = activation energy (eV), A = rate prefactor (angstrom^2/s),
b = heating rate d(tau)/dt (eV/s), x = E/tau.
The reference side integrates the rate equation numerically and
locates the maximum of the resulting desorption rate.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq, minimize_scalar
from scipy.special import expn

E = 1.5
A = 1.0e14
A_first = 1.0e13          # first-order prefactor, 1/s
b = 1.0e-4
tau_start = 0.02
tau_end = 0.056
densities = [0.01, 0.02, 0.04, 0.08]
kB = constants.k / constants.e    # eV/K


def simulate(n0, order=2, start=tau_start):
    """Integrate the rate equation; return peak, density there, end density,
    and the rate sampled on a grid."""
    prefactor = A if order == 2 else A_first

    def slope(tau, n):
        return -(prefactor / b) * n**order * np.exp(-E / tau)

    sol = solve_ivp(slope, (start, tau_end), [n0], method="DOP853",
                    rtol=1e-11, atol=1e-16, max_step=2e-4,
                    dense_output=True)
    assert sol.success

    def rate(tau):
        return prefactor * sol.sol(tau)[0]**order * np.exp(-E / tau)

    grid = np.linspace(start, tau_end, 3601)
    sampled = rate(grid)
    top = int(np.argmax(sampled))
    if top == 0:
        return start, n0, sol.y[0, -1], sampled
    lo, hi = grid[max(top - 5, 0)], grid[min(top + 5, 3600)]
    scale = sampled[top]
    best = minimize_scalar(lambda t: -rate(t) / scale, bounds=(lo, hi),
                           method="bounded", options={"xatol": 1e-10})
    return best.x, sol.sol(best.x)[0], sol.y[0, -1], sampled


def arrhenius_integral(lo, hi):
    return hi * expn(2, E / hi) - lo * expn(2, E / lo)


def implicit_peak(n0, start=tau_start):
    def mismatch(tau):
        g = 2 * tau**2 / E * np.exp(-E / tau) - arrhenius_integral(start, tau)
        return g * A * n0 / b - 1
    return brentq(mismatch, start, 0.1, xtol=1e-13)


def half_coverage_peak(n0):
    return brentq(lambda t: A * n0 * t**2 / (b * E) * np.exp(-E / t) - 1,
                  tau_start, 0.1, xtol=1e-13)


print(f"Activation energy E = {E:.2f} eV")
print(f"Second-order prefactor A = {A:.1e} angstrom^2/s")
print(f"Heating rate b = {b:.1e} eV/s")
print(f"Heating rate converted = {b / kB:.3f} K/s")
print(f"Starting temperature tau0 = {tau_start:.3f} eV")
print(f"End of the integration = {tau_end:.3f} eV")

# Peak position, remaining density and error of the half-coverage form
peaks, tails = [], []
for n0 in densities:
    peak, n_peak, n_tail, sampled = simulate(n0)
    root = implicit_peak(n0)
    x = E / root
    integral = arrhenius_integral(tau_start, root)
    numeric = quad(lambda u: np.exp(-E / u), tau_start, root,
                   epsabs=0, epsrel=1e-11, limit=200)[0]
    assert abs(integral / numeric - 1) < 1e-8
    assert abs(peak - root) < 1e-6
    turns = np.count_nonzero(np.diff(np.sign(np.diff(sampled))))
    assert turns == 1
    s = integral * E * np.exp(x) / root**2
    fraction = n_peak / n0
    # slope of n at the peak is about -n E/(2 tau^2), so a location
    # error near 1e-8 eV changes the fraction by only a few 1e-6
    assert abs(fraction - (1 - s / 2)) < 1e-4
    assert (x + 2) / (2 * (x + 1)) < fraction < (x + 4) / (2 * (x + 2))
    approx = half_coverage_peak(n0)
    excess = root**2 / E * np.log(2 * fraction) / (1 + 2 / x)
    # linearised estimate: neglected terms are of relative size excess/tau
    assert abs((approx - peak) / excess - 1) < 0.01
    peaks.append(peak)
    tails.append(n_tail)
    print(f"n0 = {n0:.2f} 1/angstrom^2:")
    print(f"  peak, rate equation = {peak:.6f} eV")
    print(f"  peak, implicit condition = {root:.6f} eV")
    print(f"  peak converted = {root / kB:.2f} K")
    print(f"  x = E/tau_p = {x:.3f}; s = {s:.4f} (no unit)")
    print(f"  n_p/n0, rate equation = {fraction:.4f} (no unit)")
    print(f"  half-coverage peak = {approx:.6f} eV")
    print(f"  its excess = {approx - peak:.2e} eV; estimate {excess:.2e} eV")

assert np.all(np.diff(peaks) < 0)
print(f"Total peak shift = {peaks[-1] - peaks[0]:.6f} eV")
print(f"Total shift converted = {(peaks[-1] - peaks[0]) / kB:.2f} K")

# Local shift with the logarithm of initial density
n_mid, step = 0.04, 0.1
upper = simulate(n_mid * np.exp(step))[0]
lower = simulate(n_mid * np.exp(-step))[0]
measured_slope = (upper - lower) / (2 * step)
t_mid = implicit_peak(n_mid)
formula_slope = -b / (A * n_mid) * np.exp(E / t_mid) / (1 + 4 * t_mid / E)
assert abs(measured_slope / formula_slope - 1) < 2e-3
print(f"d tau_p/d ln n0 at 0.04, rate equation = {measured_slope:.4e} eV")
print(f"d tau_p/d ln n0 at 0.04, formula = {formula_slope:.4e} eV")

# Activation energy from the plot of ln(n0 tau_p^2) against 1/tau_p
ordinate = np.log(np.array(densities) * np.array(peaks)**2)
inverse = 1 / np.array(peaks)
E_plot = (ordinate[-1] - ordinate[0]) / (inverse[-1] - inverse[0])
leading = 2 * (peaks[0] / E)**2
assert 0 < E_plot / E - 1 < leading
print(f"E from end points of the plot = {E_plot:.5f} eV")
print(f"Relative excess of E = {E_plot / E - 1:.2e} (no unit)")
print(f"Leading estimate 2/x^2, lowest n0 = {leading:.2e} (no unit)")

# Trailing edges approach one density whatever the initial density
common = b / (A * arrhenius_integral(tau_start, tau_end))
for n0, tail in zip(densities, tails):
    assert abs(common / tail - 1 - common / n0) < 1e-6
assert tails[-1] / tails[0] < 1.05
print(f"End density, n0 = 0.01: {tails[0]:.4e} 1/angstrom^2")
print(f"End density, n0 = 0.08: {tails[-1]:.4e} 1/angstrom^2")
print(f"Common limiting density: {common:.4e} 1/angstrom^2")

# Hot starts on either side of the existence limit
n_hot = densities[-1]
limit = brentq(lambda t: 2 * A * n_hot * t**2 / (b * E) * np.exp(-E / t) - 1,
               tau_start, 0.1, xtol=1e-13)
cool_start, hot_start = 0.99 * limit, 1.01 * limit
cool_peak = simulate(n_hot, start=cool_start)[0]
cool_root = implicit_peak(n_hot, start=cool_start)
assert cool_peak > cool_start and abs(cool_peak - cool_root) < 1e-6
hot_rate = simulate(n_hot, start=hot_start)[3]
assert np.all(np.diff(hot_rate) < 0)
print(f"Highest start with a peak, n0 = 0.08: {limit:.6f} eV")
print(f"Start 1% below limit = {cool_start:.6f} eV; peak {cool_peak:.6f} eV")
print(f"Start 1% above limit = {hot_start:.6f} eV; rate only falls")

# First-order control
first_low = simulate(densities[0], order=1)[0]
first_high = simulate(densities[-1], order=1)[0]
first_root = brentq(lambda t: A_first * t**2 / (b * E) * np.exp(-E / t) - 1,
                    tau_start, 0.1, xtol=1e-13)
assert abs(first_low - first_root) < 1e-6
assert abs(first_high - first_root) < 1e-6
print(f"First-order prefactor = {A_first:.1e} 1/s")
print(f"First-order peak, n0 = 0.01: {first_low:.6f} eV")
print(f"First-order peak, n0 = 0.08: {first_high:.6f} eV")
print(f"First-order peak, formula = {first_root:.6f} eV")

print("PASS")
```

Running it gives:

```
Activation energy E = 1.50 eV
Second-order prefactor A = 1.0e+14 angstrom^2/s
Heating rate b = 1.0e-04 eV/s
Heating rate converted = 1.160 K/s
Starting temperature tau0 = 0.020 eV
End of the integration = 0.056 eV
n0 = 0.01 1/angstrom^2:
  peak, rate equation = 0.049226 eV
  peak, implicit condition = 0.049226 eV
  peak converted = 571.25 K
  x = E/tau_p = 30.471; s = 0.9401 (no unit)
  n_p/n0, rate equation = 0.5300 (no unit)
  half-coverage peak = 0.049315 eV
  its excess = 8.84e-05 eV; estimate 8.82e-05 eV
n0 = 0.02 1/angstrom^2:
  peak, rate equation = 0.048199 eV
  peak, implicit condition = 0.048199 eV
  peak converted = 559.32 K
  x = E/tau_p = 31.121; s = 0.9412 (no unit)
  n_p/n0, rate equation = 0.5294 (no unit)
  half-coverage peak = 0.048282 eV
  its excess = 8.32e-05 eV; estimate 8.31e-05 eV
n0 = 0.04 1/angstrom^2:
  peak, rate equation = 0.047211 eV
  peak, implicit condition = 0.047211 eV
  peak converted = 547.87 K
  x = E/tau_p = 31.772; s = 0.9423 (no unit)
  n_p/n0, rate equation = 0.5288 (no unit)
  half-coverage peak = 0.047290 eV
  its excess = 7.85e-05 eV; estimate 7.84e-05 eV
n0 = 0.08 1/angstrom^2:
  peak, rate equation = 0.046263 eV
  peak, implicit condition = 0.046263 eV
  peak converted = 536.86 K
  x = E/tau_p = 32.424; s = 0.9434 (no unit)
  n_p/n0, rate equation = 0.5283 (no unit)
  half-coverage peak = 0.046337 eV
  its excess = 7.41e-05 eV; estimate 7.40e-05 eV
Total peak shift = -0.002964 eV
Total shift converted = -34.39 K
d tau_p/d ln n0 at 0.04, rate equation = -1.3959e-03 eV
d tau_p/d ln n0 at 0.04, formula = -1.3959e-03 eV
E from end points of the plot = 1.50241 eV
Relative excess of E = 1.61e-03 (no unit)
Leading estimate 2/x^2, lowest n0 = 2.15e-03 (no unit)
End density, n0 = 0.01: 2.1549e-04 1/angstrom^2
End density, n0 = 0.08: 2.1963e-04 1/angstrom^2
Common limiting density: 2.2024e-04 1/angstrom^2
Highest start with a peak, n0 = 0.08: 0.045420 eV
Start 1% below limit = 0.044966 eV; peak 0.045728 eV
Start 1% above limit = 0.045874 eV; rate only falls
First-order prefactor = 1.0e+13 1/s
First-order peak, n0 = 0.01: 0.046038 eV
First-order peak, n0 = 0.08: 0.046038 eV
First-order peak, formula = 0.046038 eV
PASS
```
